# Capacity lost per lithium lost between fixed cutoff voltages

A lithium-ion cell cycled between two fixed cutoff voltages loses capacity $Q$ at the following rate per unit of cyclable lithium $L$ that it loses:

$$
\rho\equiv\frac{dQ}{dL}=\lambda_c-\lambda_d,\qquad 
\lambda=\frac{s_p}{s_p+s_n}. \tag{1}
$$

The subscripts $c$ and $d$ denote the charged and discharged ends. The slopes $s_p$ and $s_n$ tell how fast the potential of the positive and of the negative electrode falls as lithium is added to it. A loss $\ell$ of lithium that is small enough for $\rho$ to stay constant therefore costs a capacity $\rho\ell$ and leaves $(1-\rho)\ell$ hidden from a capacity measurement.

Slope alone does not decide how much is hidden. The ratio of the two electrode slopes matters, and it acts in opposite senses at the two ends. Silicon can hide loss because it is steeper than a graphite plateau at the charged end and gentler than emptied graphite at the discharged end.

## Conventions and assumptions

Let $n_p$ and $n_n$ be the lithium contents of the electrodes, expressed as charge per electrode area. Only lithium that the electrode curves can exchange is counted, so

$$
L=n_p+n_n. \tag{2}
$$

The potentials $U_p(n_p)$ and $U_n(n_n)$ are measured against lithium metal. Both fall as lithium enters, so the slopes are defined as positive numbers:

$$
s_p=-\frac{dU_p}{dn_p}>0,\qquad s_n=-\frac{dU_n}{dn_n}>0 .
$$

The current is low enough for the cell voltage to be $U_p-U_n$. Active masses and electrode curves do not change with age, and the loss within one half cycle is negligible, so the charge passed equals the change of $n_n$. Charging moves lithium into the negative electrode, hence

$$
Q=n_n^c-n_n^d. \tag{3}
$$

Silicon follows different curves on charge and discharge. This is allowed: end $c$ uses the charging branch and end $d$ the discharging branch, provided that each full branch is reached again in every cycle.

## First derivation: move the endpoints

At either end, with $V$ the cutoff voltage, equation (2) turns the voltage condition into

$$
U_p(L-n_n)-U_n(n_n)=V. \tag{4}
$$

At fixed $L$, raising $n_n$ empties the positive electrode and raises $U_p$ at the rate $s_p$. It also lowers $U_n$ at the rate $s_n$. The left side thus rises at the rate $s_p+s_n>0$, and there is at most one endpoint for each cutoff.

Now change $L$ while $V$ stays fixed. The positive content changes by $dn_p=dL-dn_n$, so

$$
dU_p=-s_p(dL-dn_n),\qquad dU_n=-s_n\,dn_n .
$$

The condition $dU_p-dU_n=0$ becomes

$$
-s_p\,dL+s_p\,dn_n+s_n\,dn_n=0,
$$

and therefore

$$
\frac{dn_n}{dL}=\frac{s_p}{s_p+s_n}=\lambda. \tag{5}
$$

Differentiating (3) and using (5) at each end gives

$$
\frac{dQ}{dL}=\frac{dn_n^c}{dL}-\frac{dn_n^d}{dL}=\lambda_c-\lambda_d ,
$$

which is (1). With both slopes positive, each $\lambda$ lies between 0 and 1, so $-1<\rho<1$.

## Second derivation: count the lithium that stays behind

The second route starts from the lithium that does not take part in the cycle. At the charged end $L=n_p^c+n_n^c$, and (3) gives $n_n^c=Q+n_n^d$. Hence

$$
L=Q+n_p^c+n_n^d. \tag{6}
$$

Two reserves appear: lithium left in the positive electrode after charge, and lithium left in the negative electrode after discharge. Hidden loss is what these reserves pay.

Describe each electrode by its content as a function of potential, $N_p(U)$ and $N_n(U)$, with differential capacities

$$
c_p=-\frac{dN_p}{dU}=\frac1{s_p},\qquad c_n=-\frac{dN_n}{dU}=\frac1{s_n}.
$$

Let a loss $\ell>0$ occur. At a fixed cutoff the difference $U_p-U_n$ cannot change, so both potentials shift by the same amount $\delta$. The electrodes behave like two capacitors in parallel. They give up

$$
r_p=N_p(U_p)-N_p(U_p+\delta),\qquad r_n=N_n(U_n)-N_n(U_n+\delta),
$$

with $r_p+r_n=\ell$. For a small loss $r_p=c_p\delta$ and $r_n=c_n\delta$, so

$$
\delta=\frac{\ell}{c_p+c_n},\qquad
\frac{r_p}{\ell}=\frac{c_p}{c_p+c_n},\qquad
\frac{r_n}{\ell}=\frac{c_n}{c_p+c_n}. \tag{7}
$$

Multiplying numerator and denominator of the last fraction by $s_ps_n$ gives

$$
\frac{c_n}{c_p+c_n}=\frac{1/s_n}{1/s_p+1/s_n}=\frac{s_p}{s_n+s_p}=\lambda ,
$$

and the positive share is $1-\lambda$. By (6), the capacity loss is the total loss minus what the two reserves pay:

$$
-\Delta Q=\ell-(1-\lambda_c)\ell-\lambda_d\ell=(\lambda_c-\lambda_d)\ell .
$$

This is (1) again, since $\Delta L=-\ell$. It also separates the hidden share into its sources:

$$
1-\rho=(1-\lambda_c)+\lambda_d. \tag{8}
$$

Equation (7) shows the price at the charged end. Both electrode potentials rise by $1/(c_p+c_n)$ per unit of lithium lost. The negative electrode moves away from the potential of lithium plating, but the positive electrode is driven to a higher potential although the cell cutoff is unchanged.

## What the two derivations assume

Both need unchanged electrodes, reproducible branches and a cell voltage equal to the difference of the electrode potentials. They differ in which variable must be well behaved.

The first needs potential as a differentiable function of content. It admits a perfectly flat plateau in one electrode: $s_n=0$ gives $\lambda=1$. It fails if both electrodes are flat at the same endpoint, because (4) then no longer fixes $n_n$.

The second needs content as a differentiable function of potential. A perfectly flat plateau has infinite $c_n$ and can be reached only as a limit. In return, an electrode that exchanges no lithium over some range of potential causes no difficulty: $c_n=0$ gives $\lambda=0$, provided that $c_p>0$.

The second route also treats blends directly. If graphite and silicon in one electrode share a common potential, their contents add, and so do their differential capacities:

$$
c_n=c_{\rm graphite}+c_{\rm silicon}.
$$

The first route does not need this assumption if the curve of the whole blend is known. On the other hand, it extends easily to a changing electrode. Let $U_n$ depend also on an active mass $m$. The differential of (4) gains the term $-(\partial U_n/\partial m)\,dm$, and solving for $dn_n$ gives

$$
dn_n=\frac{s_p\,dL+(\partial U_n/\partial m)\,dm}{s_p+s_n}.
$$

Capacity then depends on two kinds of ageing, and $\rho$ describes only the part due to $dL$ at fixed $m$.

## Limiting cases

If the negative electrode is flat at the charged end and very steep at the discharged end, then $\lambda_c\to1$, $\lambda_d\to0$ and $\rho\to1$. Every unit of lithium lost appears as lost capacity.

If the ratio $s_p/s_n$ is the same at both ends, $\rho=0$. Straight-line electrodes show this without calculus. With $U_p=A-an_p$ and $U_n=B-bn_n$, condition (4) reads

$$
A-B-aL+(a+b)n_n=V .
$$

Subtracting the condition at $V_{\min}$ from that at $V_{\max}$ removes $L$:

$$
Q=\frac{V_{\max}-V_{\min}}{a+b}.
$$

For $a=0.2$ and $b=0.1$ V cm²/mAh and a window of 1.2 V, $Q=4.0$ mAh/cm² at both $L=4.8$ and $L=4.6$ mAh/cm². The loss is entirely hidden while both endpoints remain on the straight lines.

The rate $\rho$ can even be negative. If discharge ends because the positive electrode is nearly full, $s_p\gg s_n$ there and $\lambda_d\to1$, so $\rho\to\lambda_c-1<0$. Losing lithium then lets the positive electrode empty further on charge, while the discharge limit hardly moves. A model cell with 6.6 mAh/cm² of lithium, a positive host of 5.0 mAh/cm² and an oversized silicon host of 7.5 mAh/cm² has $\rho=-0.06$. It is not yet at this limit: with $\lambda_c=0.87$ and $\lambda_d=0.93$, the positive content falls at both ends, but more at the charged end.

## Graphite, a blend and silicon

The example sets a layered-oxide positive electrode against graphite, a blend with half its host capacity in silicon, or silicon alone. Held fixed are the host capacities (5.0 mAh/cm² positive, 4.8 mAh/cm² negative), the initial inventory $L=4.4$ mAh/cm² and the cutoffs of 3.0 and 4.2 V. Each electrode curve is a sum of smooth steps with round parameters. The silicon steps lie 100 mV below their mean on charge and 100 mV above it on discharge.

For silicon, the slopes in V cm²/mAh give

$$
\lambda_c=\frac{0.3518}{0.3518+0.0780}=0.819,\qquad
\lambda_d=\frac{0.1593}{0.1593+0.3513}=0.312,
$$

so $\rho=0.507$. For graphite,

$$
\lambda_c=\frac{0.3830}{0.3830+0.0070}=0.982,\qquad
\lambda_d=\frac{0.1197}{0.1197+49.37}=0.002,
$$

so $\rho=0.980$. The blend lies between them, with $\lambda_c=0.952$, $\lambda_d=0.191$ and $\rho=0.761$. As a test, (4) was solved at inventories $10^{-4}$ mAh/cm² above and below 4.4. For all three cells the resulting difference quotient of $Q$ agreed with $\lambda_c-\lambda_d$ to within $2\times10^{-5}$.

The opposite action of slope at the two ends can be isolated by tilting the silicon curve about one endpoint, which keeps that endpoint in place. Making it steeper by 0.05 V cm²/mAh at the charged end lowers $\rho$ from 0.507 to 0.421. The same change at the discharged end raises $\rho$ to 0.534.

The lower cutoff matters as well. With the charged end unchanged, the silicon cell has $\rho=0.438$ at 3.2 V, 0.770 at 2.8 V and 0.817 at 2.5 V. At 2.5 V, $\lambda_d$ has fallen below 0.003: the silicon reserve no longer hides loss at the discharged end, and what remains hidden is paid by the positive electrode.

## A finite loss and its diagnosis

For a finite loss, (1) must be integrated:

$$
-\Delta Q=\int_{L-\ell}^{L}\rho(L')\,dL' .
$$

After a loss of 0.5 mAh/cm², the graphite cell has lost 0.491 mAh/cm² of capacity, the blend 0.406 and silicon 0.299. The silicon cell hides 0.201 mAh/cm², or 7.5 µmol/cm² of lithium. Of this, 0.117 mAh/cm² comes from the negative reserve and 0.084 from the positive one.

This does not make the silicon cell the one with more capacity. At equal inventory it starts at 3.516 mAh/cm², against 3.861 for graphite, because more lithium sits in its reserves. After the loss it delivers 3.217 mAh/cm² and the graphite cell 3.370.

The protection also weakens as lithium is lost. In the silicon cell $\rho$ rises from 0.507 to 0.696 over this loss, so at a constant rate of lithium loss its capacity fades faster later. The ledger shows where most of the change in the average arises. The negative reserve pays on average $0.117/0.5=0.234$ of the loss, down from an initial share of 0.312. The positive share changes less, from an initial 0.181 to an average of 0.167.

The price is visible too. The initial slopes predict a rise of the charged positive potential of

$$
0.5\times\frac{0.3518\times0.0780}{0.3518+0.0780}\ {\rm V}=32\ {\rm mV}.
$$

The full solution gives 30.5 mV, against 3.3 mV in the graphite cell.

For diagnosis, (1) suggests the estimate $\ell\approx-\Delta Q/\rho$. With the initial $\rho$ of the silicon cell this gives $0.299/0.507=0.59$ mAh/cm², which is 18% above the true loss. Setting $\rho=1$ would instead give 0.30 mAh/cm², which is 40% below it. For a loss of this size the initial $\rho$ alone is not enough: the change of $\rho$ during the loss has to be included, and it can be computed from the electrode curves.

Growing resistance must also be separated from lithium loss. At fixed $L$, the rate found below (4) gives $dV=(s_p+s_n)\,dn_n$. When each half cycle ends at constant current, an overpotential $\eta$ lowers the equilibrium voltage reached at the upper cutoff by $\eta$ and raises that reached at the lower cutoff by $\eta$. A constant-voltage hold at a cutoff lets the overpotential decay and shrinks the term for that end. The capacity loss for small $\eta$ is therefore

$$
-\Delta Q=\eta\left[\frac1{(s_p+s_n)_c}+\frac1{(s_p+s_n)_d}\right].
$$

For silicon and $\eta=10$ mV this is $0.010\,(1/0.4298+1/0.5106)=0.043$ mAh/cm². Read as lithium loss through the initial $\rho$, it would be mistaken for about 0.085 mAh/cm².

## The model beside real cells

Areal capacities of a few mAh/cm², an upper cutoff near 4.2 V and a lower one between about 2.5 and 3 V are roughly typical of layered-oxide cells. A separation of about 0.2 V between the silicon branches is only a rough value, and $\rho$ is sensitive to it: a separation of 0.3 V would give 0.434 instead of 0.507. The sloping curves stand for amorphous lithium-silicon. The model cell ends its charge at 54 mV against lithium, close to the roughly 50 mV below which crystalline Li$_{15}$Si$_4$ can form and change the discharge branch. A negative electrode of silicon alone is an extreme choice compared with the graphite-rich blends in many commercial cells. The curves do not describe a particular product.

Of the changes to $\rho$ tried in this section, leaving out hysteresis has the largest effect. If the silicon cell followed the mean curve in both directions, $\rho$ would be 0.694 instead of 0.507. Real cells may also stop on partial branches. Known slopes at the endpoints are then not enough for (1): the branches themselves must stay the same as lithium is lost, which is not generally so if their turning points move. A constant polarization of 50 mV at each end changes $\rho$ to 0.434. Warming by 20 K, modelled by step widths proportional to absolute temperature and a 4 mV fall of the cell voltage, changes it only to 0.504.

Real silicon also loses active material. Removing 5% of the silicon host without any lithium, at fixed $L$, costs 0.028 mAh/cm² of capacity. The silicon in this cell is not quite empty at 3.0 V, and lithium lost with it would add to this cost. Finally, negative electrodes are commonly cut larger than the positive. A 4% overhang filled to the charged composition would take up about 0.15 mAh/cm², which is roughly 30% of the inventory loss considered here and could be mistaken for part of it. The numerical output below lists the inputs and the remaining intermediate values.

## Values computed for the example and the checks

```
oxide step: share 0.15, 3.60 V, width 25 mV
oxide step: share 0.30, 3.75 V, width 35 mV
oxide step: share 0.25, 3.90 V, width 90 mV
oxide step: share 0.30, 4.20 V, width 140 mV
graphite step: share 0.50, 0.09 V, width 4 mV
graphite step: share 0.25, 0.13 V, width 6 mV
graphite step: share 0.20, 0.21 V, width 20 mV
graphite step: share 0.05, 0.30 V, width 60 mV
silicon mean step: share 0.50, 0.18 V, width 50 mV
silicon mean step: share 0.50, 0.38 V, width 80 mV
host capacity pos, neg: 5.0, 4.8 mAh/cm2
inventory L: 4.4 mAh/cm2; lithium lost: 0.5 mAh/cm2
cutoffs: 3.0 and 4.2 V
silicon branch shift: -/+ 100 mV on charge/discharge
graphite charged: U_p 4.288, U_n 0.088 V
  s_p 0.3830, s_n 0.0070 V cm2/mAh, lam 0.982
graphite discharged: U_p 3.617, U_n 0.617 V
  s_p 0.1197, s_n 49.3655 V cm2/mAh, lam 0.002
  Q 3.861 mAh/cm2, rho 0.980; rho after loss 0.982
  capacity lost 0.491, hidden 0.009 mAh/cm2
  paid by neg 0.001, by pos 0.009 mAh/cm2
  rise of charged U_p after loss: 3.3 mV
blend 50% charged: U_p 4.284, U_n 0.084 V
  s_p 0.3788, s_n 0.0189 V cm2/mAh, lam 0.952
blend 50% discharged: U_p 3.636, U_n 0.636 V
  s_p 0.1423, s_n 0.6013 V cm2/mAh, lam 0.191
  Q 3.701 mAh/cm2, rho 0.761; rho after loss 0.876
  capacity lost 0.406, hidden 0.094 mAh/cm2
  paid by neg 0.077, by pos 0.017 mAh/cm2
  rise of charged U_p after loss: 6.7 mV
silicon charged: U_p 4.254, U_n 0.054 V
  s_p 0.3518, s_n 0.0780 V cm2/mAh, lam 0.819
silicon discharged: U_p 3.651, U_n 0.651 V
  s_p 0.1593, s_n 0.3513 V cm2/mAh, lam 0.312
  Q 3.516 mAh/cm2, rho 0.507; rho after loss 0.696
  capacity lost 0.299, hidden 0.201 mAh/cm2
  paid by neg 0.117, by pos 0.084 mAh/cm2
  rise of charged U_p after loss: 30.5 mV
silicon hidden lithium: 7.49 umol/cm2
silicon loss estimated as dQ/rho: 0.591 mAh/cm2
silicon, lower cutoff 3.2 V: rho 0.438
silicon, lower cutoff 2.8 V: rho 0.770
silicon, lower cutoff 2.5 V: rho 0.817
silicon steeper by 0.05 V cm2/mAh at one end only:
  rho 0.421 (top), 0.534 (bottom)
straight lines, L 4.8 and 4.6: Q 4.000, 4.000 mAh/cm2
lithium-rich cell (L 6.6, neg host 7.5 mAh/cm2): rho -0.060
neglected effects, silicon cell:
  50 mV polarization at each end: rho 0.434
  10 mV growth at each end: Q loss 0.043 mAh/cm2
  5% empty silicon lost: Q change -0.028 mAh/cm2
  20 K warmer (widths ~ T, 4 mV shift): rho 0.504
  4% overhang, largest uptake: 0.151 mAh/cm2
  no silicon hysteresis: rho 0.694
```
